\section*{Skewed Threshold Voltages from Gaussian Gate-Length Errors}

\section{Three gate lengths}

Suppose that a transistor comes in three equally frequent gate lengths, $L_0-d$, $L_0$ and $L_0+d$. Its threshold voltage lies below the long-gate value $V_\infty$ by a roll-off $X$, which doubles whenever the gate is shortened by $d$. The three roll-offs are then $2D_0$, $D_0$ and $D_0/2$, where $D_0$ belongs to $L_0$. Their mean is $7D_0/6$, and the threshold $V_T=V_\infty-X$ deviates from its own mean by
\[
-\tfrac56D_0,\qquad +\tfrac16D_0,\qquad +\tfrac23D_0 .
\]
The average cube of these deviations is
\[
\frac{D_0^3}{3}\,\frac{-125+1+64}{216}=-\frac{5}{54}D_0^3<0 .
\]
The length errors are symmetric, but the threshold errors are not. A gate too short by $d$ loses more threshold than one too long by $d$ gains, so the distribution has its long tail on the low side.

For Gaussian length errors the same mechanism gives closed formulas. Let
\begin{equation}
V_T=V_\infty-X,\quad X=D_0e^{-(L-L_0)/\ell},\quad L=L_0+\sigma_L\xi,
\label{law}
\end{equation}
where $D_0,\ell>0$ and $\xi$ is a standard normal variable with density $p(\xi)=e^{-\xi^2/2}/\sqrt{2\pi}$. With $s=\sigma_L/\ell$ this is $X=D_0e^{-s\xi}$. The result to be derived in two ways is
\begin{equation}
M_k\equiv E[X^k]=D_0^k\,e^{k^2s^2/2},\qquad k=0,1,2,\dots,
\label{raw}
\end{equation}
where $E$ denotes the average over gate lengths. All central moments of $V_T$ follow from it.

\section{Origin and range of the exponential}

Consider an undoped silicon fin of thickness $t$ between two gates, each behind an oxide of thickness $t_{ox}$. Potentials are measured from the source, and $\phi_g$ is the gate potential after the flat-band shift. Across the fin, with $z=0$ at its middle, assume a parabola $\phi=\phi_c(x)+\kappa(x) z^2$. Continuity of the normal displacement at $z=t/2$ requires
\[
\epsilon_{si}\kappa t=\frac{\epsilon_{ox}}{t_{ox}}\left(\phi_g-\phi_c-\frac{\kappa t^2}{4}\right),
\]
and collecting the terms in $\kappa$ gives
\[
\kappa\left(\frac{\epsilon_{si}t\,t_{ox}}{\epsilon_{ox}}+\frac{t^2}{4}\right)=\phi_g-\phi_c .
\]
With mobile charge neglected, Laplace's equation at mid-fin reads $\phi_c''+2\kappa=0$. Hence
\begin{equation}
\phi_c''=\frac{\phi_c-\phi_g}{\lambda^2},\qquad
\lambda^2=\frac{t^2}{8}+\frac{\epsilon_{si}t\,t_{ox}}{2\epsilon_{ox}} .
\end{equation}

At small drain bias $\phi_c=0$ at both ends of the gate. The solution is
\[
\phi_c=\phi_g-\phi_g\frac{\cosh[(x-L/2)/\lambda]}{\cosh y},\qquad y=\frac{L}{2\lambda}.
\]
Below threshold $\phi_g<0$, so the lowest potential, which is the top of the electron barrier, lies at $x=L/2$. Define threshold as the gate voltage at which this potential equals $-B$. Then $\phi_g(1-1/\cosh y)=-B$. A very long gate needs $\phi_g=-B$; the shorter gate reaches threshold at a gate potential lower by
\begin{equation}
D(L)=-B-\phi_g=\frac{B\cosh y}{\cosh y-1}-B=\frac{B}{\cosh y-1}.
\label{full}
\end{equation}
For $y\gg1$ this becomes $D\simeq2Be^{-L/(2\lambda)}$. The decay length is $2\lambda$, because the barrier top is half a gate length from either end.

With a drain bias $V_{DS}$ and a long gate, $\phi_c-\phi_g$ is nearly the sum of a source term $ae^{-x/\lambda}$ and a drain term $(a+V_{DS})e^{-(L-x)/\lambda}$, with $a=-\phi_g\simeq B$. The product of the two terms does not depend on $x$, so their sum is smallest where they are equal. The minimum is $D\simeq2\sqrt{B(B+V_{DS})}\,e^{-L/(2\lambda)}$. To leading order the drain changes the amplitude and leaves the decay length alone.

At moderate $y$ the long-gate form is inaccurate. An exponential can instead be matched to value and slope at $L_0$. From (\ref{full}), $D'=-B\sinh y/[2\lambda(\cosh y-1)^2]$, so at $L=L_0$
\begin{equation}
D_0=\frac{B}{\cosh y-1},\quad
\ell=\frac{D}{|D'|}=2\lambda\frac{\cosh y-1}{\sinh y}=2\lambda\tanh\frac y2 .
\label{match}
\end{equation}
This choice reproduces the linear response to a length error. It does not reproduce the curvature, which matters for the skewness.

\section{First derivation: through the density}

The map $x=D_0e^{-s\xi}$ is monotonic, with inverse $\xi=-\ln(x/D_0)/s$ and $|d\xi/dx|=1/(sx)$. Conservation of probability gives the density of $X$,
\begin{equation}
f_X(x)=\frac{1}{sx\sqrt{2\pi}}\exp\left[-\frac{\ln^2(x/D_0)}{2s^2}\right],\quad x>0 .
\label{density}
\end{equation}
This is a lognormal density with median $D_0$ and log-width $s$. Since $V_T=V_\infty-X$, the density of $V_T$ is $f_X(V_\infty-v)$ for $v<V_\infty$ and zero above.

For the moments, substitute $u=\ln(x/D_0)$, so that $dx/x=du$:
\[
M_k=D_0^k\int_{-\infty}^{\infty}\frac{du}{s\sqrt{2\pi}}\,
\exp\left(ku-\frac{u^2}{2s^2}\right).
\]
Completing the square,
\[
ku-\frac{u^2}{2s^2}=-\frac{(u-ks^2)^2}{2s^2}+\frac{k^2s^2}{2}.
\]
The remaining Gaussian integral is one, which proves (\ref{raw}). The shifted centre also has a meaning. Since $u=-s\xi$, the $k$th moment is collected around $\xi=-ks$, that is, around the shorter length $L_0-ks\sigma_L$. Higher moments probe shorter gates.

Write $w=e^{s^2}$. Then
\[
M_1=D_0w^{1/2},\quad M_2=D_0^2w^2,\quad M_3=D_0^3w^{9/2},\quad M_4=D_0^4w^8 .
\]
The central moments of $X$ are
\begin{align*}
\mu_2&=M_2-M_1^2=D_0^2w(w-1),\\
\mu_3&=M_3-3M_1M_2+2M_1^3\\
&=D_0^3w^{3/2}(w^3-3w+2)\\
&=D_0^3w^{3/2}(w-1)^2(w+2),\\
\mu_4&=M_4-4M_1M_3+6M_1^2M_2-3M_1^4\\
&=D_0^4w^2(w^6-4w^3+6w-3)\\
&=D_0^4w^2(w-1)^2(w^4+2w^3+3w^2-3).
\end{align*}
The reflection $V_T=V_\infty-X$ reverses the sign of the odd central moments and leaves the even ones unchanged. Dividing $-\mu_3$ by $\mu_2^{3/2}$ and $\mu_4$ by $\mu_2^2$ gives
\begin{align}
E[V_T]&=V_\infty-D_0e^{s^2/2},\nonumber\\
\mathrm{Var}(V_T)&=D_0^2e^{s^2}(e^{s^2}-1),\nonumber\\
\gamma&=-(e^{s^2}+2)\sqrt{e^{s^2}-1},\label{skew}\\
\text{excess kurtosis}&=e^{4s^2}+2e^{3s^2}+3e^{2s^2}-6 .\nonumber
\end{align}
The skewness $\gamma$ is negative for every $s>0$. It depends on the length error and the decay length, but not on the size of the roll-off.

The density also fixes the most probable threshold. Setting the derivative of $\ln f_X$ to zero gives
\[
-\frac1x\left[1+\frac{\ln(x/D_0)}{s^2}\right]=0,\qquad x=D_0e^{-s^2}.
\]
Since $e^{s^2/2}>1>e^{-s^2}$, the mean threshold lies below the median $V_\infty-D_0$, and the mode lies above it.

For small $s$, $w+2=3(1+s^2/3+\dots)$ and $\sqrt{w-1}=s(1+s^2/4+\dots)$, so
\begin{equation}
\gamma=-3s\left(1+\frac{7s^2}{12}+\dots\right).
\end{equation}
The standard deviation tends to $D_0s=\sigma_LD_0/\ell$, the usual linear error formula. The linear formula makes $V_T$ Gaussian and so misses the skewness, which is of first order in $s$. The excess kurtosis starts at second order: its leading term is $(4+6+6)s^2=16s^2$.

\section{Second derivation: widening the length error}

The moments can be found without the density of $V_T$ and without completing a square. Start from identical gates, $s=0$, for which $M_k=D_0^k$, and let the spread grow. The Gaussian weight outruns any exponential in $\xi$, so the derivative may be taken inside the average:
\begin{equation}
\frac{dM_k}{ds}=-kD_0^k\,E[\xi e^{-ks\xi}].
\label{flow}
\end{equation}
The normal density obeys $\xi p=-dp/d\xi$. For a smooth function $g$ whose product with $p$ vanishes at both ends, integration by parts gives
\[
E[\xi g]=-\int g\,\frac{dp}{d\xi}\,d\xi=\int\frac{dg}{d\xi}\,p\,d\xi=E[g'] .
\]
For $g=e^{-ks\xi}$ the derivative is $g'=-ks\,g$. Equation (\ref{flow}) then closes on itself:
\[
\frac{dM_k}{ds}=(-k)(-ks)D_0^kE[e^{-ks\xi}]=k^2s\,M_k .
\]
Hence $d\ln M_k/ds=k^2s$. Integration from $s=0$ gives $\ln M_k=k\ln D_0+k^2s^2/2$, which is (\ref{raw}) again. The central moments follow by the algebra already given.

This route shows how the mean shifts. For any smooth roll-off $D(L)$ for which the averages exist and the boundary terms vanish, the same identity yields
\[
\frac{d}{d\sigma_L}E[D]=E[\xi D'(L)]=\sigma_LE[D''(L)] .
\]
The mean roll-off grows with the spread because the curve is convex. For an exponential, $D''=D/\ell^2$, and the right-hand side contains the unknown average itself. That is why the formulas close.

\section{What each derivation assumes}

Both derivations use the exponential law and the Gaussian length error, but in different places. The first needs a monotonic map and a known length density. It would give the threshold density for another length distribution, or for the full roll-off (\ref{full}) at positive lengths, by the same change of variable. The Gaussian form enters its moments when the square is completed. The second derivation needs no inverse map. It relies on the identity $E[\xi g]=E[g']$, which came from the Gaussian density, and on a function proportional to its own derivative.

They also prove different amounts. The first gives the whole distribution, whereas the second gives its moments, and these do not determine the distribution. To see this, replace $p(\xi)$ by
\[
p_a(\xi)=p(\xi)\left[1+a\sin\frac{2\pi\xi}{s}\right],\qquad 0<|a|\le1 .
\]
This function is nowhere negative. Its extra contribution to $M_k/D_0^k$ is, with $\xi=\eta-ks$,
\[
a\int p(\xi)e^{-ks\xi}\sin\frac{2\pi\xi}{s}\,d\xi
=a\,e^{k^2s^2/2}\int p(\eta)\sin\left(\frac{2\pi\eta}{s}-2\pi k\right)d\eta=0 .
\]
The last integral vanishes because $k$ is an integer and the sine is odd. The case $k=0$ shows that $p_a$ is normalized. A different length distribution thus gives the same threshold moments of every integer order. The word ``lognormal'' therefore rests on the first derivation.

Finite moments do not guarantee a finite mean leakage current either. If the current varies as $e^{-V_T/v_0}$ with $v_0>0$, its average contains
\[
\int\exp\left(\frac{D_0}{v_0}e^{-s\xi}-\frac{\xi^2}{2}\right)d\xi ,
\]
which diverges as $\xi\to-\infty$. That limit means negative gate lengths, so a leakage average must be restricted to physical lengths.

The full roll-off sets a further limit. Near $L=0$ it behaves as $D\simeq8B\lambda^2/L^2$, which has no finite average over a density that is nonzero there. Moments of the full law are therefore quoted below with $|\xi|<8$, which keeps $L$ between 12 and 28~nm in the example.

Within that range curvature controls the skewness. Expand to second order,
\[
V_T-E[V_T]\simeq\alpha\xi-\tfrac12\beta(\xi^2-1),\quad
\alpha=\sigma_L|D'|,\quad \beta=\sigma_L^2D'' .
\]
To first order in $\beta$, the third central moment is $-\frac32\alpha^2\beta E[\xi^2(\xi^2-1)]=-3\alpha^2\beta$, because $E[\xi^4]=3$. Dividing by $\alpha^3$ gives $\gamma\simeq-3\sigma_LD''/|D'|$. Two derivatives of (\ref{full}) with respect to $y$ give
\begin{align*}
\frac{dD}{dy}&=-\frac{B\sinh y}{(\cosh y-1)^2},\\
\frac{d^2D}{dy^2}&=B\,\frac{2\sinh^2y-\cosh y(\cosh y-1)}{(\cosh y-1)^3}
=\frac{B(\cosh y+2)}{(\cosh y-1)^2},
\end{align*}
where $\sinh^2y=(\cosh y-1)(\cosh y+1)$ was used. Therefore
\begin{equation}
\gamma\simeq-\frac{3\sigma_L}{2\lambda}\,\frac{2+\cosh y}{\sinh y}.
\label{curved}
\end{equation}
For $y\gg1$ this returns to $-3\sigma_L/(2\lambda)$, the small-$s$ result of the long-gate exponential.

\section{A silicon fin transistor}

Take $L_0=20$~nm, $\sigma_L=1$~nm, $t=6$~nm, $t_{ox}=1$~nm, $\epsilon_{si}/\epsilon_{ox}=3$, $B=0.20$~V and $V_\infty=0.35$~V at 300~K. Then
\[
\lambda=\sqrt{4.5+9}\ \text{nm}=3.67\ \text{nm},\qquad y=\frac{20}{2\lambda}=2.72 .
\]
The matched exponential (\ref{match}) has $D_0=30.1$~mV and $\ell=6.44$~nm, so $s=1/6.44=0.155$. The mean threshold is
\[
350-30.14\,e^{0.1552^2/2}=319.5\ \text{mV}.
\]
The median is 319.9~mV and the mode 320.6~mV. The standard deviation is 4.76~mV, the skewness $-0.472$ and the excess kurtosis 0.40. The asymmetry is clearest in the tails. A gate 3~nm too short lowers the threshold by $30.14(e^{3s}-1)=17.9$~mV from the median, while one 3~nm too long raises it by 11.2~mV. The linear formula gives 14.0~mV both ways.

Three descriptions of the same fin at small drain bias compare as follows.
\begin{center}
\begin{tabular}{lccc}
Roll-off & mean (mV) & s.d. (mV) & skewness\\
long-gate exponential & 323.45 & 3.63 & $-0.413$\\
matched exponential & 319.49 & 4.76 & $-0.472$\\
full, equation (\ref{full}) & 319.45 & 4.80 & $-0.536$
\end{tabular}
\end{center}
Relative to the full law, the long-gate form underestimates the standard deviation by 24\%. The matched form is within 1\% there, but its skewness is 12\% too small in size, since it was not matched to the curvature. Equation (\ref{curved}) gives $-0.520$; the remaining difference comes from higher orders in $\sigma_L$.

The parabolic potential is itself an approximation. A two-dimensional Laplace solution for the same fin, with the end potential falling linearly to the gate value across the oxide, gives a roll-off of 30.2~mV at $L_0$. Its linear standard deviation is about 4.9~mV, against $D_0s=4.68$~mV here, and its leading skewness is $-0.54$.

At 0.7~V drain bias, with everything else fixed, the full one-dimensional roll-off rises to 66~mV and the standard deviation to 10.8~mV, while the skewness is $-0.556$. The leading effect of the drain is a larger amplitude, which cancels from the skewness.

\section{Beside real devices}

The dimensions are rough typical values for a silicon FinFET, though a 5\% length error is generous for a tightly controlled process. The assumption that real devices break most clearly is that gate length is the only thing that varies. An independent Gaussian threshold error of standard deviation $\sigma_o$ has zero third moment, and its cross terms average to zero. It therefore leaves the third central moment unchanged but raises the variance, so that
\[
\gamma_{\rm tot}=\gamma\left(\frac{\sigma}{\sqrt{\sigma^2+\sigma_o^2}}\right)^3,
\]
where $\sigma^2$ is the variance due to gate length. For a metal gate with 5~nm grains of two kinds, in proportions 0.6 and 0.4 and with work functions 0.2~eV apart (rough values), a fin 40~nm high carries $20(2\times40+6)/5^2=68.8$ grains. Averaging the work function over them with equal weights gives $\sigma_o=200\sqrt{0.24/68.8}=11.8$~mV. Grains near the middle of the gate control the barrier top more than those near its ends, so the actual spread is somewhat larger. If the equal-weight error is treated as Gaussian, the skewness of single transistors shrinks from $-0.472$ to $-0.025$. That is only the part due to gate length: because the two proportions are unequal, the grain average has a skewness of its own, of size $0.2/\sqrt{68.8\times0.24}=0.05$, which is no smaller. A fin-width error of 0.5~nm adds about 5.2~mV through the roll-off. Through hard-wall confinement with a mass of 0.315 electron masses it also shifts the barrier by 5.6~mV, taken as half the difference between widths of 5.5 and 6.5~nm (the standard deviation for a Gaussian width error is 5.9~mV). If the end potentials stay fixed, the barrier top follows the gate only by the factor $1-1/\cosh y=0.87$, and this second effect adds about 6.4~mV to the threshold error. If source and drain are equally thin and their potentials shift by the same amount as the barrier, it adds 5.6~mV. The roll-off and confinement errors have the same sign, since a wider fin lowers the threshold in both ways. In this estimate, then, gate length is not the leading source of spread, and its skewness would be hard to see in a population of single transistors.

The skewness survives where the length error is shared and the grain errors are not. Averaged over 10\,000 transistors with one common length error, the grain contribution shrinks to 0.12~mV and the skewness returns to $-0.472$. This holds if the fin width is constant from one such group to the next; a shared width error would not average out.

The barrier $B$ is also uncertain. A threshold sheet density of $7.4\times10^9$~cm$^{-2}$ corresponds to $B=0.20$~V if the bulk density of states is used and the source Fermi level lies at the band edge; with hard-wall subbands in the fin the same density corresponds to about 0.17~V. At that fixed density, a source doped to $10^{20}$~cm$^{-3}$ has its Fermi level 64~meV above the band edge, which raises $B$ by that amount and the roll-off given by (\ref{full}) from 30.1 to 39.7~mV. Operation at 358~K, without that correction, gives 37.2~mV if the source Fermi level stays at the band edge, and 35.7~mV if the source doping is held fixed instead. Because (\ref{full}) is proportional to $B$, these changes scale the standard deviation equally and leave the skewness alone. Tunnelling near the barrier top is a small effect. For a mass of 0.19 electron masses along the channel, the lowest-order formula for a parabolic barrier lowers the barrier by 1.4~mV, while the full transmission through the cosh-shaped barrier lowers it by 0.8~mV and moves the threshold by 0.9~mV. The valleys with confinement mass 0.315 have a mass of about 0.555 along the channel, which gives 0.3~mV. Mobile charge at the barrier top moves the threshold by a few tenths of a millivolt. The denser electrons that spill in from the source and drain ends are neglected in (\ref{full}). They raise the threshold and reduce the roll-off. Adding them to the one-dimensional equation, with the bulk density of states and fixed end potentials, lowers the roll-off from 30.1 to 28.6~mV, and from 39.7 to 34.9~mV for the heavily doped source. About a third of the increase due to its Fermi level is thus offset, and the skewness moves from $-0.536$ to $-0.546$ and $-0.557$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gate length mean, sd: 20, 1 nm
Fin width, oxide, fin height: 6, 1, 40 nm
Relative permittivity Si, oxide: 11.7, 3.9
Barrier B, long-gate threshold V_inf: 0.2, 0.35 V; T = 300 K
Screening length lambda: 3.674 nm
Exact transverse-mode length: 3.522 nm
y = L0/(2 lambda): 2.722
Matched roll-off D0: 30.14 mV
Matched decay length l: 6.442 nm
Log-width s: 0.1552
Threshold mean: 319.494 mV
Threshold median: 319.86 mV
Threshold mode: 320.577 mV
Threshold sd: 4.764 mV
Linear-formula sd D0*s: 4.679 mV
Skewness: -0.4724
Small-s skewness -3s: -0.4657
Excess kurtosis: 0.3993
Threshold shift from median at -3 sigma_L: -17.88 mV
Threshold shift from median at +3 sigma_L: 11.22 mV
Linear shift at 3 sigma_L (size): 14.04 mV
log10 probability of L < 0: -88.56
Long-gate exponential: roll-off at L0: 26.31 mV
Long-gate exponential: mean 323.45 mV, sd 3.630 mV, skewness -0.413
Matched exponential: mean 319.49 mV, sd 4.764 mV, skewness -0.472
Full roll-off: mean 319.45 mV, sd 4.800 mV, skewness -0.536
Full, drain 0.7 V: mean 282.91 mV, sd 10.819 mV, skewness -0.556
Full roll-off: leading skewness formula: -0.5197
Roll-off at L0, drain 0.7 V: 66.13 mV
2D Laplace: roll-off 30.19 mV, linear sd 4.930 mV
2D Laplace: leading skewness: -0.544
Fin-width sd: 0.5 nm
Fin-width error through roll-off: 5.2 mV
Fin-width error through confinement: 5.6 mV
Confinement mass: 0.315 electron masses
Grain size 5 nm, work-function step 0.2 eV, fraction 0.6
Number of gate grains: 68.8
Grain threshold sd, one transistor: 11.8 mV
Skewness with grains, one transistor: -0.0247
Grain sd, mean of 10000 transistors: 0.118 mV
Skewness with grains, that mean: -0.4719
Threshold sheet density: 7.38e+09 cm^-2
Source doping: 1e+20 cm^-3
Source Fermi level above band edge: 63.8 meV
Roll-off with degenerate source: 39.7 mV
Barrier B at 358 K: 0.247 V
Roll-off at 358 K: 37.2 mV
Current gain by barrier-top tunnelling: 5.6 %
Threshold shift by that tunnelling: 1.4 mV
Threshold shift by channel charge: 0.17 mV
\end{verbatim}
